# Why a Discrete Bond Chain Traps a Crack Around the Griffith Load

## What fails without lattice trapping

In Griffith's continuum argument a crack is in equilibrium at a single load. Above it the crack lengthens, and below it the faces close again if they can rebond. Applied literally to a monolayer, this gives two wrong readings. A crack that stands still under load would prove that the load does not exceed Griffith's value, and the load at which a crack starts to move would measure the energy of the broken bonds. In the chain treated below, a crack can stand still at 2.2 times the Griffith energy release rate, so the second reading would overstate the bond energy by that factor.

Several contributions are involved: the energy balance, the discreteness of the bonds, the bond law, temperature and the elastic field of the sheet. They are taken one at a time and then weighed.

## The model

A crack runs along a row of bonds with spacing \(a\). The extension of bond \(n\) beyond its rest length is its opening \(w_n\). The sheet is held by grips whose total opening is \(D\). The energy is

\[
E=\sum_n\Big[\tfrac K2(w_{n+1}-w_n)^2+\tfrac g2(D-w_n)^2+\tfrac b2\min(w_n^2,w_f^2)\Big].
\]

Here \(K\) couples neighbouring openings, \(g\) transmits the pull of the grips, and \(b\) is the bond stiffness. A bond snaps at \(w_f\), after which its energy stays at \(bw_f^2/2\). The law is reversible: a broken bond heals when its opening falls below \(w_f\). The chain is long and loading is slow. Inertia is left out throughout, and temperature at first.

Let bonds \(n\le0\) be broken and bonds \(n\ge1\) intact. Setting \(\partial E/\partial w_n=0\) gives

\[
K(2w_n-w_{n+1}-w_{n-1})+g(w_n-D)+b_nw_n=0,
\]

with \(b_n=0\) for \(n\le0\) and \(b_n=b\) for \(n\ge1\). With the bond states fixed, all stiffnesses are positive, so this solution is a stable minimum. It is consistent if every broken bond has \(w_n>w_f\) and every intact bond has \(w_n<w_f\).

## First contribution: the energy balance sets the centre

Far behind the tip \(w=D\), the springs are relaxed, and each cell holds \(bw_f^2/2\). Far ahead the opening is uniform, and \(g(w-D)+bw=0\) gives

\[
w_\infty=\frac{gD}{g+b},\qquad D-w_\infty=\frac{bD}{g+b}.
\]

The energy of a cell there is

\[
\frac g2\frac{b^2D^2}{(g+b)^2}+\frac b2\frac{g^2D^2}{(g+b)^2}=\frac{gb\,D^2}{2(g+b)}.
\]

When the tip advances by one bond, the whole profile shifts by one site. The chain loses one cell of the far-ahead kind and gains one of the far-behind kind:

\[
\Delta E=\frac b2w_f^2-\frac{gb\,D^2}{2(g+b)}=\frac b2w_f^2\Big(1-\frac{D^2}{D_G^2}\Big),\qquad D_G=w_f\sqrt{\frac{g+b}{g}}.
\]

The load \(D_G\), where \(\Delta E=0\), is Griffith's. The energy release rate \(gbD^2/[2(g+b)a]\) then equals the bond energy per length, \(bw_f^2/(2a)\).

This balance compares two resting states. It does not say whether the crack can pass from one to the other without first climbing in energy.

## Second contribution: discreteness opens the interval

The same \(\Delta E\) can be written in terms of the two bonds at the tip. For fixed bond states the elastic energy is

\[
U=\tfrac12w^{T}Hw-f^{T}w+c,
\]

where \(H\) is the symmetric stiffness matrix, \(f_n=gD\), and \(c\) does not depend on \(w\). At rest \(Hw=f\), so \(U=c-\tfrac12f^Tw\).

Let \(w^A\) be the resting profile before bond 1 is cut and \(w^B\) the one after. Cutting changes \(H\) to \(H'\), which differs from \(H\) only by the loss of \(b\) on the diagonal at site 1. Hence

\[
U_B-U_A=-\tfrac12\left(f^Tw^B-f^Tw^A\right).
\]

In the first term write \(f=Hw^A\), in the second \(f=H'w^B\). Both matrices are symmetric, so

\[
f^Tw^B-f^Tw^A=(w^A)^T(H-H')w^B=b\,w_1^A\,w_1^B .
\]

After the cut, bond 1 is the last broken bond. By translation its opening equals that of bond 0 before the cut: \(w_1^B=w_0^A\). Adding the energy \(bw_f^2/2\) of the broken bond gives, with all openings now taken before the cut,

\[
\Delta E=\frac b2\left(w_f^2-w_0w_1\right).
\]

This is the core of the explanation. Griffith's condition \(\Delta E=0\) requires \(w_0w_1=w_f^2\): the snapping opening is the geometric mean of the two tip openings. A stationary crack requires

\[
w_1<w_f<w_0 .
\]

If the opening drops by a finite amount from bond 0 to bond 1, their geometric mean lies strictly between them. At the Griffith load, then, the first intact bond is still short of breaking and the last broken bond is still too open to heal. Both margins are finite, so the load can be changed by a finite amount in either direction before one of them is used up.

The limits follow from linearity. For a fixed tip position all openings are proportional to \(D\). With \(\rho=w_0/w_1\), the Griffith load has \(w_1=w_f/\sqrt\rho\) and \(w_0=w_f\sqrt\rho\). Bond 1 reaches \(w_f\) when the load has grown by \(\sqrt\rho\), and bond 0 falls to \(w_f\) when it has shrunk by the same factor:

\[
D_+=D_G\sqrt\rho,\qquad D_-=D_G/\sqrt\rho,\qquad D_+D_-=D_G^2 .
\]

Above \(D_+\) bond 1 breaks. The next bond is then in the same position, so the crack keeps running. Below \(D_-\) the crack closes bond by bond.

## The size of the drop

Behind the tip, \(w_n-D\) obeys a homogeneous equation with solutions \(\lambda^{\pm n}\). Ahead, \(w_n-w_\infty\) does the same with \(\mu^{\pm n}\). Substitution gives

\[
\lambda+\frac1\lambda=2+\frac gK,\qquad \mu+\frac1\mu=2+\frac{g+b}K,
\]

and the roots below 1 are taken. Since \(x+1/x\) falls as \(x\) rises towards 1, \(b>0\) implies \(\mu<\lambda\). The decaying solutions are

\[
w_n=D-A\lambda^{-n}\ (n\le1),\qquad w_n=w_\infty+B\mu^n\ (n\ge0).
\]

The first form reaches \(n=1\) because the force balance at site 0 contains \(w_1\); the second reaches \(n=0\) for the corresponding reason. With \(\delta=D-w_\infty=bD/(g+b)\), agreement at \(n=0\) gives \(A=\delta-B\), and agreement at \(n=1\) gives \(\delta-A/\lambda=B\mu\). Eliminating \(A\) and multiplying by \(\lambda\),

\[
\lambda\delta-\delta+B=\lambda\mu B\quad\Rightarrow\quad B=\delta\,\frac{1-\lambda}{1-\lambda\mu},\quad A=\delta\,\frac{\lambda(1-\mu)}{1-\lambda\mu}.
\]

Both are positive, so the opening falls steadily along the chain, and bonds 0 and 1 are the two that decide stability. At the tip

\[
w_0=w_\infty+B=\frac{D}{g+b}\Big[g+b\,\frac{1-\lambda}{1-\lambda\mu}\Big].
\]

The defining equations give

\[
g=K\frac{(1-\lambda)^2}{\lambda},\quad g+b=K\frac{(1-\mu)^2}{\mu},\quad b=K\frac{(\lambda-\mu)(1-\lambda\mu)}{\lambda\mu}.
\]

The bracket becomes

\[
K\frac{1-\lambda}{\lambda}\Big[1-\lambda+\frac{\lambda-\mu}{\mu}\Big]=K\frac{(1-\lambda)(1-\mu)}{\mu},
\]

and division by \(g+b\) yields \(w_0=D(1-\lambda)/(1-\mu)\). Equating the two expressions for \(\Delta E\) gives \(w_0w_1=gD^2/(g+b)\), so

\[
w_1=\frac{D^2}{w_0}\,\frac{\mu(1-\lambda)^2}{\lambda(1-\mu)^2}=\frac\mu\lambda\,w_0 .
\]

Thus \(\rho=\lambda/\mu\), and

\[
D_\pm=D_G\Big(\frac\lambda\mu\Big)^{\pm1/2}.
\]

The release rate varies as \(D^2\), so it runs from \(\mu/\lambda\) to \(\lambda/\mu\) times its Griffith value.

**Fine spacing.** Write \(\lambda=e^{-\alpha}\) and \(\mu=e^{-\beta}\). Then \(4\sinh^2(\alpha/2)=g/K\), \(4\sinh^2(\beta/2)=(g+b)/K\), and \(\ln(D_+/D_-)=\beta-\alpha\). Reduce the spacing to \(a/s\) with the continuum stiffnesses and \(w_f\) held fixed, so that \(K\to sK\), \(g\to g/s\), \(b\to b/s\). For large \(s\),

\[
\ln\frac{D_+}{D_-}\simeq\frac1s\Big(\sqrt{\frac{g+b}K}-\sqrt{\frac gK}\Big).
\]

The interval closes in proportion to the spacing. In the continuum the tip has one opening, which cannot lie both above and below \(w_f\), and only \(D_G\) remains.

**Weak coupling.** For \(K\to0\), \(\lambda\simeq K/g\) and \(\mu\simeq K/(g+b)\), so \(\lambda/\mu\to(g+b)/g\). Then \(D_+\to w_f(g+b)/g\), the load that breaks an isolated bond, and \(D_-\to w_f\), the load at which an isolated broken bond heals. The crack no longer concentrates load on the next bond, and trapping is strong.

## The barrier behind the trapping

To advance, bond 1 must be stretched to \(w_f\). Displace site 1 by \(x\) and let the rest relax: the left neighbour follows by \(\lambda x\), the right one by \(\mu x\). The restoring force is

\[
\big[2K-K\lambda-K\mu+g+b\big]x=K\Big(\frac1\mu-\lambda\Big)x .
\]

The distance to cover is \(w_f-w_1=w_f(1-D/D_+)\), so the forward barrier is

\[
E_+=\frac K2\Big(\frac1\mu-\lambda\Big)w_f^2\Big(1-\frac D{D_+}\Big)^2 .
\]

For healing, site 0 has no bond. Its stiffness is \(2K-K\lambda-K\mu+g=K(1/\lambda-\mu)\), and the distance is \(w_0-w_f=w_f(D/D_--1)\):

\[
E_-=\frac K2\Big(\frac1\lambda-\mu\Big)w_f^2\Big(\frac D{D_-}-1\Big)^2 .
\]

Each barrier vanishes at its own end of the interval. At \(D_G\), inserting \(D_G/D_\pm=(\mu/\lambda)^{\pm1/2}\) turns both into

\[
E_G=\frac K2w_f^2\,\frac{(1-\lambda\mu)(\sqrt\lambda-\sqrt\mu)^2}{\lambda\mu}.
\]

Griffith's load is thus the load at which the two barriers are equal, not one at which they vanish.

## A strip in the regime of graphene

Take rough round values: \(a=0.25\) nm, half-height \(h=5\) nm, stretching stiffness \(Y=340\) N/m, shear stiffness \(S=150\) N/m, \(b=450\) N/m, \(w_f=0.06\) nm.

Let the displacement vary linearly from crack line to grip in each half. If neighbouring openings differ by \(d\), the shear strain at height \(y\) is \((d/2a)(1-y/h)\). The two halves of one column store \(Sa(d/2a)^2h/3=Shd^2/(12a)\), which must equal \(Kd^2/2\). Stretching each half by \((D-w)/2\) stores \(Ya(D-w)^2/(4h)\) in total, which must equal \(g(D-w)^2/2\). Hence

\[
K=\frac{Sh}{6a}=500\ \text{N/m},\qquad g=\frac{Ya}{2h}=8.5\ \text{N/m}.
\]

With \(g/K=0.017\) and \((g+b)/K=0.917\), the roots are \(\lambda=0.878\) and \(\mu=0.397\), so \(\lambda/\mu=2.21\). The Griffith opening is \(0.06\sqrt{458.5/8.5}=0.441\) nm. The limits are

\[
D_-=0.672\,D_G=0.296\ \text{nm},\qquad D_+=1.487\,D_G=0.655\ \text{nm}.
\]

As grip strain \(D/2h\), the crack stands still from 3.0 % to 6.6 %, with Griffith's value at 4.4 %. The release rate runs from 9.1 to 44.7 eV/nm around 20.2 eV/nm.

At \(D_G\) the tip openings are 0.0892 and 0.0403 nm, with geometric mean 0.0600 nm, the snapping opening. The bond energy is 5.06 eV, so \(Kw_f^2/2=(500/450)\times5.06=5.62\) eV. The remaining factor in \(E_G\) is 0.176, which gives a barrier of 0.99 eV each way. Breaking or healing any other bond first would cost at least 4.2 eV. At \(1.2\,D_G\) the forward barrier has dropped to 0.34 eV and the healing barrier has risen to 2.57 eV.

With spacings \(a\), \(a/4\) and \(a/16\) at fixed continuum stiffnesses, \(\ln(D_+/D_-)\) is 0.794, 0.206 and 0.052. Trapping fades with the spacing, as derived.

## Third contribution: the bond law

A real bond does not snap at full force. Let the force rise with stiffness \(b\) to a peak at \(w_p\), then fall linearly to zero at \(w_c=rw_p\). Holding the fracture energy \(bw_pw_c/2\) at \(bw_f^2/2\) gives \(w_p=w_f/\sqrt r\) and \(w_c=w_f\sqrt r\).

If no bond rests on the falling branch, stability needs \(w_1<w_p\) and \(w_0>w_c\). The limits become \(D_+/\sqrt r\) and \(D_-\sqrt r\). For \(r=2\) this is 0.951 to 1.052 times \(D_G\), which is the computed interval. States with a softening bond add nothing here: the falling slope \(b/(r-1)=450\) N/m exceeds the 371 N/m with which the surrounding chain holds the tip site, so they are unstable.

For \(r=4\) the ratio \(w_c/w_p\) exceeds \(\lambda/\mu\), and some bond must rest on the falling branch. The computed interval is then 0.983 to 1.018, narrower than for \(r=2\). The width does not fall steadily with \(r\). The limits \(D_+/\sqrt r\) and \(D_-\sqrt r\) meet at \(r=\lambda/\mu\), so the interval nearly closes at \(r=2.2\) (0.997 to 1.003), and it reopens to 0.964 to 1.037 at \(r=2.5\).

## Fourth contribution: temperature

Trapping is absolute only without thermal jumps. Take the mean wait for a jump over a barrier \(E\) as \(\nu^{-1}e^{E/k_BT}\), with a rough attempt rate \(\nu=10^{13}\) s\(^{-1}\). At 300 K, \(k_BT=0.0259\) eV. At \(D_G\) the wait for a forward jump is about \(4\times10^3\) s, somewhat over an hour. The healing barrier is the same, but the jump rates are not quite equal. In the classical limit each rate is proportional to the square root of the stiffness with which its site is held, so forward jumps are \(\sqrt{\lambda/\mu}=1.49\) times as frequent as healing jumps. The load without net drift therefore lies slightly below \(D_G\), by about 0.1 %.

A wait of one second needs a barrier of \(k_BT\ln10^{13}=0.774\) eV. Each barrier is quadratic in the distance from its limit, so that distance shrinks by \(\sqrt{0.774/0.991}=0.884\) from its value at \(D_G\). For the forward jump, \(1-D/D_+=0.884\times0.328=0.290\), hence \(D=0.710\times1.487\,D_G=1.06\,D_G\). The same step for healing gives \(0.96\,D_G\). For an observer who waits one second per bond, the window of the chain has shrunk to between 4 % below and 6 % above Griffith's load, even with snapping bonds.

The vibrational quantum \(h_P\nu=0.041\) eV, with \(h_P\) Planck's constant, exceeds \(k_BT\), so the classical rate is rough. A barrier shift of that size would change the wait by a factor of about five.

## Fifth contribution: the elastic field

The linear profile forces the whole half-height to follow the crack face. A scalar sheet with 20 separate rows in each half, the same stiffnesses and snapping bonds removes this constraint. At \(D_G\) it has \(w_0=0.118\) nm and \(w_1=0.0305\) nm. The drop is steeper than in the chain, and the interval widens to 0.51 to 1.97 times \(D_G\). These limits depend on how the sheet is divided: with 80 thinner rows in each half, and half weight in shear for the row at the crack face, they become 0.45 and 2.25, close to the values 0.44 and 2.25 reached for infinitely thin rows. The product \(w_0w_1\) is still \(w_f^2\): the cutting argument used only linear springs and translation, not the chain itself.

Nonlinear elasticity was sized only through the stress far ahead of the tip. With stress \(Y\varepsilon+C\varepsilon^2\) at strain \(\varepsilon\) and a rough third-order stiffness \(C=-700\) N/m, that stress at \(D_+\) lies 13 % below its linear value. The resulting shift of the trapping limits was not computed.

## Weighing the contributions

The energy balance fixes the centre of the interval, and discreteness gives it a width. The other effects change that width, each taken alone in this strip:

- Snapping bonds, no temperature: 0.67 to 1.49 times \(D_G\).
- Row-resolved field: 0.51 to 1.97 with 20 rows in each half, 0.45 to 2.25 with 80 thinner ones.
- One-second waits at 300 K: 0.96 to 1.06.
- Softening with \(r=2\): 0.95 to 1.05; with \(r=4\): 0.98 to 1.02.

For monolayer graphene the stiffnesses, spacing and bond energy above are of the right size, but the snapping law is not realistic. Its peak force per length, \(bw_f/a=108\) N/m, is more than twice the strength of graphene, roughly 42 N/m; softening with \(r=4\) still gives 54 N/m. Three of the assumptions sized here change the width of the interval strongly. In the chain, softening with \(r=2\) or \(r=4\), or temperature, each taken alone, cuts the width from 0.82 to about 0.1 \(D_G\) or less; weaker softening, \(r=1.5\), still leaves 0.39 \(D_G\). Resolving the field raises it to between 1.5 and 1.8 \(D_G\), depending on the rows. The effects do not act independently: in the 20-row sheet with snapping bonds the barrier at \(D_G\) is 1.65 eV, and the one-second window at 300 K is 0.85 to 1.30 times \(D_G\), much wider than in the chain. These values are not converged in the number of rows: with 80 thinner rows and half weight at the crack face the barrier is 1.94 eV and the window about 0.80 to 1.46. Softening also lowers the barriers: in the chain with \(r=2\) the barrier at \(D_G\) is only 0.13 eV. At 300 K a jump then takes about \(10^{-11}\) s, and the crack is no longer trapped for one second at \(D_G\). The strip is only 10 nm wide. Since \(g\propto1/h\), the Griffith strain falls roughly as \(h^{-1/2}\), so the strains quoted do not carry over to wide channels. In the chain \(K\) also grows with \(h\), so the ratios \(D_\pm/D_G\) move towards 1; at \(h=20\) nm they are 0.80 and 1.25. This trend comes from the linear profile. In the row-resolved sheet, with the row height kept at 0.25 nm, the ratios stay near 0.5 and 2. The trapping limits hold for a crack at rest. With inertia and little damping, a crack set off by a single jump can keep running at loads below \(D_+\); in the undamped chain it does so at \(1.3\,D_G\). Lateral displacements, buckling, edge reconstruction, substrate adhesion and chemical attack are absent and have not been sized.

Healing also needs clean faces. If adsorbed species block it, \(D_-\) loses its meaning and a forward jump cannot be undone. A crack seen at rest in a strained channel therefore shows that the load is below the upper trapping limit for the time of observation. Whether the load is also below Griffith's value depends on where that limit lies. If trapping is strong enough to hold the crack above \(D_G\) for that time, rest alone does not show it. Most of the values quoted are in the numerical output.

## Numbers as computed

```
bond spacing a = 0.25 nm
strip half-height h = 5.0 nm
stretching stiffness Y = 340 N/m
shear stiffness S = 150 N/m
bond stiffness b = 450 N/m
snapping opening wf = 0.060 nm
neighbour coupling K = 500.0 N/m
grip spring g = 8.50 N/m
lambda (broken side) = 0.8778
mu (intact side) = 0.3968
lambda/mu = 2.2123
bond energy = 5.056 eV
Griffith grip opening = 0.4407 nm
lower trapping limit = 0.2963 nm
upper trapping limit = 0.6554 nm
lower limit / Griffith opening = 0.6723
upper limit / Griffith opening = 1.4874
grip strain, lower limit = 2.96 %
grip strain, Griffith = 4.41 %
grip strain, upper limit = 6.55 %
release rate, lower limit = 9.14 eV/nm
release rate, Griffith = 20.22 eV/nm
release rate, upper limit = 44.74 eV/nm
last broken bond w0 at Griffith = 0.0892 nm
first intact bond w1 at Griffith = 0.0403 nm
sqrt(w0 w1) = 0.0600 nm
barrier at Griffith, each way = 0.991 eV
next lowest exit at Griffith = 4.243 eV
forward barrier at 1.2 Griffith = 0.344 eV
healing barrier at 1.2 Griffith = 2.569 eV
ln(D+/D-) at spacing a/1 = 0.7940
ln(D+/D-) at spacing a/4 = 0.2062
ln(D+/D-) at spacing a/16 = 0.0517
temperature = 300 K
attempt rate = 1.0e+13 1/s
thermal energy kT = 0.0259 eV
vibrational quantum = 0.0414 eV
mean wait for forward jump at Griffith = 4.38e+03 s
barrier for a 1 s wait = 0.774 eV
1 s window, lower load / Griffith = 0.9619
1 s window, upper load / Griffith = 1.0566
softening wc/wp=2: load / Griffith from 0.9508 to 1.0517
softening wc/wp=4: load / Griffith from 0.9828 to 1.0175
resolved sheet: rows per half = 20
resolved sheet: w0 = 0.1180 nm, w1 = 0.0305 nm at Griffith
resolved sheet: load / Griffith from 0.5085 to 1.9665
third-order stiffness = -700 N/m
stress reduction at upper limit = 13.2 %
```
